# Runaway Separation of Partial Dislocations in Tensile (001) Semiconductor Films, part 1

(Sections cited here and not found follow in the second part.)

## The order of the partials, their forces and the steady width

A calculation of strain relaxation in an epitaxial film must decide whether a gliding 60-degree dislocation can be treated as one line with one mobility, or must be followed as two partial dislocations with a ribbon of stacking fault between them. The single line is a fair description if the ribbon settles to a width small compared with the film. It is a poor one if the ribbon keeps widening as the dislocation moves. For a tensile (001) film and equally mobile partials, whether a finite steady width exists rests on a comparison of two numbers: half the difference between the stress forces on the partials, and the stacking-fault energy. In a thin film, the distance available for widening matters as well.

Consider a film of diamond-cubic or zinc-blende structure whose surface normal is [001], pointing out of the film. It is stretched equally along [100] and [010] by its substrate, and its top surface is free. Before relaxation, the stress in the cube axes is

\[
\sigma=s\begin{pmatrix}1&0&0\\0&1&0\\0&0&0\end{pmatrix},\qquad s>0\ \text{in tension}.
\]

The dislocation lies parallel to the interface and glides down from the surface on an inclined (111) plane. Its partials are taken as straight, parallel and long, so all forces are per unit length. Elasticity is linear, the stress is uniform, and image forces from the surface are left out until their size is estimated. The algebra contains no constant of nature. It holds unchanged in atomic units, where a force per length and a fault energy are both in hartree per square bohr; numbers will be given in nm and eV.

Three orthogonal unit vectors describe the geometry: the plane normal, the line direction, and the glide direction towards the interface,

\[
\mathbf n=\frac{(1,1,1)}{\sqrt3},\qquad
\boldsymbol\xi=\frac{(1,-1,0)}{\sqrt2},\qquad
\mathbf g=\frac{(1,1,-2)}{\sqrt6}.
\]

The negative third component of \(\mathbf g\) shows that it points downwards. Multiplying out the cross product gives \(\boldsymbol\xi\times\mathbf g=(2,2,2)/\sqrt{12}=\mathbf n\), which will fix the sign of the force. With lattice constant \(a\), the Burgers vector and its division are

\[
\frac a2[1,0,-1]=\frac a6[1,1,-2]+\frac a6[2,-1,-1]
\equiv\mathbf b_{90}+\mathbf b_{30}.
\]

Here a Burgers vector means the slip of the crystal on the \(+\mathbf n\) side, called the upper crystal, relative to the lower crystal after the dislocation has passed. The first partial has \(\mathbf b_{90}\cdot\boldsymbol\xi=0\), so it is at 90 degrees to its line. Both partial vectors have length \(a/\sqrt6\). For the second, \(\mathbf b_{30}\cdot\boldsymbol\xi=a/(2\sqrt2)\), and the cosine of its angle to the line is \(\sqrt6/(2\sqrt2)=\sqrt3/2\), or 30 degrees. The undivided vector has length \(a/\sqrt2\) and the same component along the line, so its cosine is \(1/2\).

The order of the partials matters, because exchanging them would reverse the sign of the force difference. It follows from the positions of the atoms. The diamond structure consists of two face-centred cubic lattices displaced by \(a(1,1,1)/4\), and its (111) layers are separated alternately by narrow and wide gaps. Glide-set dislocations cut the narrow gap. An atom just below this gap has three neighbours just above it, one of them displaced by \(a(1,1,-1)/4\). Removing the component along \(\mathbf n\) leaves the lateral displacement

\[
\frac a4(1,1,-1)-\frac a{12}(1,1,1)=\frac a6(1,1,-2).
\]

The three neighbours therefore sit at the lateral displacements

\[
\mathbf t_1=\frac a6[1,1,-2],\qquad
\mathbf t_2=\frac a6[1,-2,1],\qquad
\mathbf t_3=\frac a6[-2,1,1],
\]

whose sum is zero. A slip of \(-\mathbf t_1\) puts an upper atom straight above a lower one. Their distance is then only the narrow gap, \(a/(4\sqrt3)\), and such a slip costs far too much energy to leave a stable fault. A slip of \(+\mathbf t_1\) takes the neighbours to \(2\mathbf t_1\), \(\mathbf t_1+\mathbf t_2=-\mathbf t_3\) and \(\mathbf t_1+\mathbf t_3=-\mathbf t_2\). Since \(3\mathbf t_1=a[1,1,-2]/2\) is a lattice vector, \(2\mathbf t_1\) is equivalent to \(-\mathbf t_1\). The upper atoms again lie at lateral distance \(a/\sqrt6\), and the bond length across the cut is unchanged:

\[
\sqrt{\frac{a^2}{6}+\frac{a^2}{48}}=\frac{\sqrt3}{4}a.
\]

By symmetry, all three slips \(+\mathbf t_i\) form the low-energy fault, and all three slips \(-\mathbf t_i\) put atoms on top of one another. The leading partial must therefore carry one of the \(\mathbf t_i\).

The stress selects among them. The traction exerted by the upper crystal on the lower one is

\[
\sigma\mathbf n=\frac{s}{\sqrt3}(1,1,0).
\]

When a slip \(\mathbf u\) spreads over unit area, the stress does work \(\mathbf u\cdot\sigma\mathbf n\). For the three permitted slips this is

\[
\mathbf t_1\cdot\sigma\mathbf n=\frac{sa}{3\sqrt3},\qquad
\mathbf t_2\cdot\sigma\mathbf n=\mathbf t_3\cdot\sigma\mathbf n=-\frac{sa}{6\sqrt3}.
\]

Tension does positive work only on \(\mathbf t_1=\mathbf b_{90}\), so the 90-degree partial leads. The second slip, \(\mathbf b_{30}=-\mathbf t_3\), is permitted once the first has changed the stacking, and it restores the perfect crystal. The choice \(-\mathbf t_2\) would also restore it and leads to the mirror-image 60-degree dislocation with the same forces.

The work per area is also the force per length. If a partial with slip \(\mathbf b\) advances by \(\delta q\) along \(\mathbf g\), each unit length of it sweeps an area \(\delta q\), and the work is \((\mathbf b\cdot\sigma\mathbf n)\,\delta q\). The Peach-Koehler expression gives the same force and sign:

\[
[(\sigma\mathbf b)\times\boldsymbol\xi]\cdot\mathbf g
=(\sigma\mathbf b)\cdot(\boldsymbol\xi\times\mathbf g)
=\mathbf b\cdot\sigma\mathbf n .
\]

The last equality uses the symmetry of the stress. With \(F\) for the force on the 30-degree partial,

\[
F\equiv F_{30}=\frac a6\frac{s}{\sqrt3}(2-1)=\frac{sa}{6\sqrt3},
\qquad
F_{90}=\frac a6\frac{s}{\sqrt3}(1+1)=2F .
\]

The leading partial is thus pulled twice as hard as the trailing one. Half the difference between the forces is \(F/2\).

The partials also act on each other. To find this force, take \(x\) along \(\mathbf g\) and \(y\) along \(\mathbf n\), with a dislocation at the origin and the slipped region at \(x<0\). Let the solid be isotropic with shear modulus \(\mu\) and Poisson ratio \(\nu\). A screw component \(b_s\) produces a displacement along the line of \(b_s\theta/(2\pi)\), where the polar angle \(\theta\) runs from \(-\pi\) to \(\pi\). This function is harmonic, as equilibrium requires, and jumps by \(b_s\) across the slipped region. On the glide plane its derivative with respect to \(y\) is \(b_s/(2\pi x)\), so the shear stress there is \(\mu b_s/(2\pi x)\).

For an edge component \(b_e\), equilibrium in plane strain is satisfied by the stress function \(\chi=-Dy\ln r\), with \(r^2=x^2+y^2\). Its Laplacian is \(-2Dy/r^2\), which is itself harmonic. Its gradient is single-valued, so the line carries no net force. The stresses are

\[
\sigma_{xx}=\frac{\partial^2\chi}{\partial y^2}=-D\frac{y(3x^2+y^2)}{r^4},\qquad
\sigma_{yy}=\frac{\partial^2\chi}{\partial x^2}=D\frac{y(x^2-y^2)}{r^4},
\]
\[
\sigma_{xy}=-\frac{\partial^2\chi}{\partial x\,\partial y}=D\frac{x(x^2-y^2)}{r^4}.
\]

The constant \(D\) follows from the slip. In plane strain, \(\varepsilon_{xx}=[(1-\nu)\sigma_{xx}-\nu\sigma_{yy}]/(2\mu)\). Integrate this along a line just above the glide plane. The integrals of \(yx^2/r^4\) and \(y^3/r^4\) over all \(x\) both equal \(\pi/2\) for \(y>0\), so

\[
\int\sigma_{xx}\,dx=-2\pi D,\qquad \int\sigma_{yy}\,dx=0,\qquad
\int\varepsilon_{xx}\,dx=-\frac{\pi(1-\nu)D}{\mu}.
\]

Just below the plane the last integral has the opposite sign. The upper crystal is shortened and the lower one lengthened, and the difference must equal the slip \(b_e\). The field is unchanged by reflection in \(x=0\), which excludes a slip component along \(y\). Therefore

\[
D=\frac{\mu b_e}{2\pi(1-\nu)},\qquad \sigma_{xy}(x,0)=\frac{D}{x}.
\]

A second dislocation at \(x=d\) feels each shear stress multiplied by its own slip in the same direction. The mutual force is \(K/d\), with

\[
K=\frac{\mu}{2\pi}\left[b_{90,s}b_{30,s}+\frac{b_{90,e}b_{30,e}}{1-\nu}\right].
\]

The 90-degree partial has no screw component. The edge components are \(b_{90,e}=a/\sqrt6\) and

\[
b_{30,e}=\mathbf b_{30}\cdot\mathbf g=\frac a6\,\frac{2-1+2}{\sqrt6}=\frac{a}{2\sqrt6}.
\]

Their product is \(a^2/12\), and hence

\[
K=\frac{\mu a^2}{24\pi(1-\nu)}.
\]

It is positive: the leading partial is pushed forwards and the trailing one backwards.

The last force comes from the fault. Let \(G\) be its energy per area. When the leading partial advances by \(\delta q\), it creates fault energy \(G\,\delta q\) per unit length, so it is held back by a force \(G\). When the trailing partial advances, it removes fault and is drawn forwards by \(G\). The net forces are

\[
f_{\rm lead}=2F-G+\frac Kd,\qquad
f_{\rm trail}=F+G-\frac Kd .
\]

It is useful to divide them into a common part and a relative part:

\[
f_{\rm lead}=\frac{3F}{2}+w,\qquad
f_{\rm trail}=\frac{3F}{2}-w,\qquad
w=\frac F2-G+\frac Kd .
\]

The common part carries the pair towards the interface. The relative part \(w\) opens or closes the fault. This is why half the difference between the stress forces is compared with the full fault energy: the fault acts on both partials with opposite signs, while the force difference is shared between them.

Suppose that both partials obey one velocity law \(v=\varphi(f)\), where \(\varphi\) is continuous and strictly increasing. At a steady width their velocities are equal. A strictly increasing function takes equal values only at equal arguments, so the net forces must be equal and \(w=0\). This gives

\[
\boxed{\,d_*=\frac{K}{G-F/2}=\frac{K}{G-(F_{90}-F_{30})/2}\,},\qquad \frac F2<G .
\]

The width is positive and finite only under the stated inequality. At zero stress it is \(K/G\), the equilibrium width. As the stress rises, the fault behaves as though its energy were reduced from \(G\) to \(G-F/2\), and the width diverges when this reduced energy vanishes.

The steady width is also approached from either side. The width changes at the rate \(\varphi(f_{\rm lead})-\varphi(f_{\rm trail})\), which has the sign of \(w\). Since \(K/d\) falls with \(d\), \(w\) is positive below \(d_*\) and negative above it. If \(F/2\ge G\), however, \(w\) is positive at every finite width. The width then rises steadily, and it cannot converge to a finite limit, because the rate of widening at that limit would still be positive. In an unbounded, uniformly stressed medium the partials therefore separate without limit at equality as well as above it. Putting \(F/2=G\) into the expression for \(F\) gives the threshold stress

\[
s_c=\frac{12\sqrt3\,G}{a}.
\]

It contains neither \(K\) nor the form of the common velocity law. The repulsion governs how wide the fault is, but it fades with distance and cannot decide whether the fault stays bounded.

This threshold is a matter of motion rather than of energy alone. The stress work on the leading slip exceeds the fault energy as soon as \(2F>G\), which occurs at one quarter of \(s_c\). A lone leading partial could then extend a fault indefinitely. But advance of the trailing partial releases further energy, \(F+G\) per area at large separation, so a wide fault is never the state of lowest energy. It grows because the trailing partial, although driven forwards, is too slow to catch the leading one. A law with static friction falls outside the argument: if both partials are at rest over a range of forces, equal velocities no longer imply equal forces, and a stationary pair can have a range of widths.

For equally mobile partials in a uniformly stressed, unbounded medium under tension, a finite steady width exists only while half the difference between the stress forces is below the fault energy. It remains to follow the widening in time and along the glide path, and to examine compression, unequal mobilities and a film of finite thickness.
